# Compensation charges and the smooth grid Hartree problem in PAW

## 1. The form of the potential outside a sphere

Consider a charge density confined to a sphere of radius $r_a$. Outside the sphere its potential obeys Laplace's equation and decays. Let $Y_L$ be real spherical harmonics, $L=(l,m)$, and define the multipole moments

$$q_L=\int r^l\,Y_L(\hat{\mathbf r})\,\rho(\mathbf r)\,d^3r. \tag{1}$$

The moment $q_L$ has the dimension of charge times length$^l$. In Hartree atomic units a potential is a charge divided by a length, so $q_L$ must be divided by length$^{l+1}$, and outside the charge the distance $r$ supplies it. The potential is linear in the charge, and rotational symmetry forbids mixing of different $L$ and any dependence of the coefficient on $m$. Dimensions alone do not exclude the radius $r_a$ or other radial moments; Poisson's equation below does. The form is

$$v(\mathbf r)=\sum_L c_l\,\frac{q_L\,Y_L(\hat{\mathbf r})}{r^{l+1}},\qquad r>r_a, \tag{2}$$

with pure numbers $c_l$. By orthogonality only the $Y_L$ component of a charge contributes to $q_L$, so the simplest charge that cancels a given moment is a radial function times the same $Y_L$.

To find $c_l$, take one component $\rho=f(r)Y_L$ with potential $u(r)Y_L$. Poisson's equation becomes

$$\frac{1}{r^2}(r^2u')'-\frac{l(l+1)}{r^2}u=-4\pi f. \tag{3}$$

Multiply by $r^{l+2}$ and integrate from $0$ to some $r>r_a$. Two integrations by parts give

$$\int_0^r s^l(s^2u')'ds=r^{l+2}u'-l\,r^{l+1}u+l(l+1)\int_0^r s^l u\,ds .$$

The last integral cancels the centrifugal term of (3), which leaves

$$r^{l+2}u'-l\,r^{l+1}u=-4\pi q_L. \tag{4}$$

Outside, $f=0$ and (3) has the solutions $r^l$ and $r^{-(l+1)}$; a potential that vanishes at infinity leaves $u=A/r^{l+1}$. The left side of (4) is then $-(l+1)A-lA$, so $A=4\pi q_L/(2l+1)$. The amplitude depends on $f$ only through $q_L$, which establishes (2) with

$$c_l=\frac{4\pi}{2l+1}. \tag{5}$$

The functions $Y_L/r^{l+1}$ are linearly independent. The outside potential thus vanishes if and only if every $q_L$ vanishes. Zero total charge is not enough, because a neutral charge with a dipole still acts on its neighbours.

## 2. The difference density and its moments

Charge is counted here in units of the electron's charge: the electron density $n$ is positive and a nucleus is a point charge $-Z^a$. The potential $v$ is then the potential energy of an electron.

In the projector-augmented-wave (PAW) method an orbital is written as

$$\psi=\tilde\psi+\sum_a\sum_i(\phi_i^a-\tilde\phi_i^a)\,\langle\tilde p_i^a|\tilde\psi\rangle .$$

The partial waves $\phi_i$ and smooth partial waves $\tilde\phi_i$ coincide outside the sphere, and $\tilde p_i$ are the projectors. If the smooth partial waves represent $\tilde\psi$ inside each sphere, the density is

$$n=\tilde n+\sum_a(n^a-\tilde n^a), \tag{6}$$

$$n^a-\tilde n^a=\sum_{ij}D^a_{ij}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)+n_c^a-\tilde n_c^a . \tag{7}$$

Here $D_{ij}^a$ are the on-site occupations for real partial waves. The core densities $n_c^a$ and $\tilde n_c^a$ are spherical and equal outside the sphere, so the whole difference (7) vanishes there.

The number of moments is finite. On the unit sphere, $Y_L$ is a polynomial of degree $l$ in the Cartesian components of $\hat{\mathbf r}$. A product of harmonics of orders $l_i$ and $l_j$ is a polynomial of degree $l_i+l_j$, which contains no harmonic of higher order. With partial waves up to $l=1$, every moment of (7) has $l\le2$. In general let $l_{\max}$ be the highest order present.

## 3. Construction of the compensation charges

In each sphere choose radial functions $g_l^a$ that vanish beyond a radius $r_c\le r_a$ and have unit moment,

$$\int_0^{r_c}r^{l+2}g_l^a(r)\,dr=1. \tag{8}$$

Orthonormality of the harmonics makes $q_L=1$ for the charge $g_l^aY_L$, with no other moment. Define the residual charge

$$\Delta^a=n^a-\tilde n^a-Z^a\delta(\mathbf r-\mathbf R^a)-\sum_L Q_L^a\,g_l^a\,Y_L, \tag{9}$$

where $r$ and $\hat{\mathbf r}$ in $g_l^aY_L$ are measured from $\mathbf R^a$. The point nucleus contributes only to $l=0$, with moment $-Z^aY_{00}=-Z^a/\sqrt{4\pi}$. Setting every moment of $\Delta^a$ to zero gives

$$Q_L^a=\int r^l\,Y_L\,(n^a-\tilde n^a)\,d^3r-\frac{Z^a}{\sqrt{4\pi}}\,\delta_{l0}. \tag{10}$$

The total compensation charge of an atom is $\sqrt{4\pi}\,Q_{00}^a$, since $\int g_0Y_{00}\,d^3r=4\pi/\sqrt{4\pi}$. By (2), the potential $v[\Delta^a]$ is zero outside sphere $a$.

Collect the smooth density and the compensation charges in

$$\tilde\rho=\tilde n+\sum_a\sum_LQ_L^a\,g_l^a\,Y_L . \tag{11}$$

Substituting (9) and (11) in the physical charge $\rho=n-\sum_aZ^a\delta(\mathbf r-\mathbf R^a)$ gives

$$\rho=\tilde\rho+\sum_a\Delta^a. \tag{12}$$

The potential follows by linearity:

$$v=\tilde v+\sum_av[\Delta^a],\qquad \nabla^2\tilde v=-4\pi\tilde\rho . \tag{13}$$

The three-dimensional Poisson problem has $\tilde\rho$ as its source, without nuclei or sharp core density. Its solution $\tilde v$ is the physical potential outside all spheres. Inside sphere $a$ one adds $v[\Delta^a]$, which is found from radial integrals about that atom alone. Each $\Delta^a$ is neutral, so $\tilde\rho$ and $\rho$ also have the same total charge.

## 4. The energy separates

Write $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$, and let a prime mean that the infinite self-energy of a point nucleus is left out. With (12),

$$E=\tfrac12(\rho|\rho)'=\tfrac12(\tilde\rho|\tilde\rho)+\sum_a(\tilde\rho|\Delta^a)+\tfrac12\sum_a(\Delta^a|\Delta^a)'+\tfrac12\sum_{a\ne b}(\Delta^a|\Delta^b). \tag{14}$$

Assume that the spheres do not overlap. Then $\Delta^b$ lies where $v[\Delta^a]=0$, and the last sum vanishes.

The second term is $\int\tilde\rho\,v[\Delta^a]\,d^3r$, an integral over sphere $a$. No other atom's compensation charge enters this sphere. Define the local smooth charge

$$\tilde\rho^a=\tilde n^a+\sum_LQ_L^a\,g_l^a\,Y_L . \tag{15}$$

Because $v[\Delta^a]$ contains only $l\le l_{\max}$, the angular integral selects those components of $\tilde\rho$. If $\tilde n$ and $\tilde n^a$ agree in these components inside the sphere, then

$$(\tilde\rho|\Delta^a)=(\tilde\rho^a|\Delta^a). \tag{16}$$

Components of $\tilde n$ with higher $l$ need not be represented on site; the grid treats them.

Let $\rho^a=n^a-Z^a\delta(\mathbf r-\mathbf R^a)=\tilde\rho^a+\Delta^a$. Expanding its energy gives

$$\tfrac12(\rho^a|\rho^a)'=\tfrac12(\tilde\rho^a|\tilde\rho^a)+(\tilde\rho^a|\Delta^a)+\tfrac12(\Delta^a|\Delta^a)' .$$

The last two terms are those left in (14). Therefore

$$E=\tfrac12(\tilde\rho|\tilde\rho)+\sum_a\left[\tfrac12(\rho^a|\rho^a)'-\tfrac12(\tilde\rho^a|\tilde\rho^a)\right]. \tag{17}$$

Both local charges may be cut off at the sphere: this changes them by the same amount where $v[\Delta^a]=0$. All electrostatic coupling between atoms is in the first term.

The shape of $g_l$ drops out of $E$. Changing it at fixed moment adds some $\eta$ to $\tilde\rho$ and subtracts $\eta$ from $\Delta^a$, so $\rho$ is unchanged and $\Delta^a$ still has no moments. The separate terms do change. By dimensions, the self-energy of a compensating monopole $q$ of radius $r_c$ scales as $q^2/r_c$. It diverges for $r_c\to0$ in both the grid term and the subtracted on-site term. Their difference is finite, but a grid of fixed spacing cannot deliver it.

## 5. The radial integrals

The on-site terms need the energy of a charge $f(r)Y_L$. A thin shell at radius $s$ has moment $s^{l+2}f(s)\,ds$. Outside it the potential follows from (2) and (5); inside it must be proportional to $r^l$ and continuous at $s$. Summing shells gives

$$u(r)=\frac{4\pi}{2l+1}\left[\frac{M(r)}{r^{l+1}}+r^l\int_r^{r_a}s^{1-l}f(s)\,ds\right],\quad M(r)=\int_0^rs^{l+2}f(s)\,ds. \tag{18}$$

The energy is $\tfrac12\int_0^{r_a}r^2fu\,dr$. Exchanging the order of integration shows that the two parts of (18) contribute equally, so

$$\tfrac12(fY_L|fY_L)=\frac{4\pi}{2l+1}\int_0^{r_a}r^{1-l}f(r)M(r)\,dr. \tag{19}$$

The attraction to the atom's own nucleus involves only the spherical component $n_{00}Y_{00}$:

$$-Z^a\int\frac{n^a}{r}\,d^3r=-Z^a\sqrt{4\pi}\int_0^{r_a}r\,n_{00}(r)\,dr. \tag{20}$$

## 6. How smooth is the compensation charge?

Removing the nuclei helps only if their replacement can be sampled. A convenient profile is

$$g_l(r)\propto r^l\left(1-\frac{r^2}{r_c^2}\right)^3,\qquad r<r_c. \tag{21}$$

Its Fourier content at wave number $G$ is set by the integral $I_3$, where

$$I_p(R)=\int_0^Rr^{l+2}(R^2-r^2)^p\,j_l(Gr)\,dr .$$

For $p\ge1$ the integrand vanishes at $r=R$, so $dI_p/dR=2pR\,I_{p-1}$. The identity $d[R^{m+1}j_m(GR)]/dR=G\,R^{m+1}j_{m-1}(GR)$ gives $I_0=R^{l+2}j_{l+1}(GR)/G$ and then, by induction,

$$I_p(R)=2^p\,p!\,\frac{R^{l+2+p}\,j_{l+1+p}(GR)}{G^{p+1}}. \tag{22}$$

Divide the transform by its leading $G^l$ dependence and normalize it to one at $G=0$. Since $j_m(x)\to x^m/(2m+1)!!$ for small $x$, the form factor is

$$F_l(x)=(2l+9)!!\,\frac{j_{l+4}(x)}{x^{l+4}},\qquad x=Gr_c. \tag{23}$$

For large $x$ its envelope falls as $x^{-(l+5)}$. Reducing $r_c$ moves this decay to larger $G$.

In an integral, what the grid misses appears as a dependence on the grid's position. For a grid of spacing $h$ displaced by $\mathbf s$, the Poisson summation formula reads

$$h^3\sum_jf(\mathbf r_j+\mathbf s)=\sum_{\mathbf K}\hat f(\mathbf K)\,e^{i\mathbf K\cdot\mathbf s}, \tag{24}$$

where $\hat f(\mathbf K)=\int f e^{-i\mathbf K\cdot\mathbf r}d^3r$ and the components of $\mathbf K$ are integer multiples of $2\pi/h$. The term $\mathbf K=0$ is the true integral. The others oscillate as the grid moves, which is the egg-box effect. They are small when $\hat f$ is small at these wave vectors. Applied to $f\,e^{-i\mathbf G\cdot\mathbf r}$, (24) shows that the grid's Fourier coefficient at $\mathbf G$, with components up to $\pi/h$ in magnitude, also receives $\hat f(\mathbf G+\mathbf K)$ for $\mathbf K\ne0$, where at least one component is $\pi/h$ or larger in magnitude. For the energy, which uses all these coefficients, $\tilde\rho$ must therefore have little Fourier content beyond $\pi/h$.

## 7. Ethene on a grid

Take planar C$_2$H$_4$ with chosen distances C–C $=2.52$ and C–H $=2.06$ bohr and CCH angles of $121.5^\circ$. The density is that of restricted Hartree–Fock in the 6-31G basis. It leaves out correlation and has a finite-basis error, but it supplies a definite charge whose electrostatic energy is available from analytic Gaussian integrals:

$$E_{\rm ref}=70.221757-247.764094+33.272153=-144.270184\ \text{Ha}.$$

The terms are the electronic Hartree energy, the electron–nucleus attraction and the nuclear repulsion. The digits given below refer to this fixed density and test the method; they are not converged properties of ethene. Adding polarization functions (6-31G**) moves $E_{\rm ref}$ by about $0.08$ Ha, the carbon compensation charge from $-4.135$ to $-4.132$, the carbon dipole from $0.0011$ to $0.0014$ e bohr and its quadrupole from $-0.0021$ to $-0.0017$ e bohr$^2$, and it changes the potential 2 bohr above the C–C midpoint from $-0.0087$ to $+0.0007$ Ha/e.

The sphere radii are $1.20$ bohr for C and $0.85$ bohr for H, and $r_c$ equals the sphere radius. The C and H spheres are separated by $2.06-1.20-0.85=0.01$ bohr. Inside each sphere the components of $n$ with $l\le2$ are replaced by $r^l(a_0+a_1r^2+a_2r^4+a_3r^6)$, matched at the surface in value and first three derivatives. Higher components remain in $\tilde n$. This density-level construction satisfies the conditions of Section 4 without a particular set of projectors.

Radial integrals were evaluated by Chebyshev interpolation. The grid energy was computed by fast Fourier transform in a 16 bohr box, padded with zeros to twice its length, with the Coulomb interaction cut off at 16 bohr to remove periodic images.

**Moments.** The compensation charges are $-4.13534$ for each C and $-0.98240$ for each H. Their sum is $2(-4.13534)+4(-0.98240)=-12.2003$, so in this neutral molecule $\tilde n$ holds 12.2003 electrons instead of 16.

Before compensation, the difference charge of one carbon, nucleus included, produces a potential of $-1.641101$ Ha/e at the other carbon, by direct quadrature of $1/|\mathbf r-\mathbf r'|$. The monopole gives $-4.13534/2.52=-1.641008$. The dipole, $0.00112$ e bohr pointing away from the other carbon, gives $-0.00112/2.52^2=-0.00018$, and the remaining $+0.00008$ comes from $l=2$. After compensation the same quadrature returns $2\times10^{-14}$ Ha/e, which is rounding error.

**Energy.** The on-site energies are $-74.636850$ Ha per C and $-1.195777$ Ha per H. With the grid term at $h=0.20$ bohr, the molecule centred on a grid point,

$$E=9.786676+2(-74.636850)+4(-1.195777)=-144.27013\ \text{Ha}.$$

This lies $0.05$ mHa above $E_{\rm ref}$. The electron density at a carbon nucleus is $118$ e/bohr$^3$, while the largest $|\tilde\rho|$ on this grid is $3.4$ e/bohr$^3$.

At a point 2 bohr above the C–C midpoint, outside all spheres, the grid potential is $-0.00885$ Ha/e and the analytic one $-0.00871$ Ha/e. The difference, $1.4\times10^{-4}$ Ha/e, is 1.5% of a value that is itself small by cancellation. The sampled $\tilde\rho$ sums to $-0.00047$ e instead of zero. For scale, a point charge of this size at the distance of the carbons, $2.36$ bohr, gives $-2\times10^{-4}$ Ha/e.

**Egg-box effect.** The next table gives energy errors in mHa for a grid point at the molecular centre (shift 0) and for the grid displaced by $h/2$ along each axis. The raw column is the error of the electronic Hartree energy alone when $n$ itself is sampled; point nuclei cannot be sampled at all.

| $h$ (bohr) | shift | PAW | raw |
|---|---|---:|---:|
| 0.32 | 0 | −0.28 | 119649 |
| 0.32 | $h/2$ | 5.87 | −13415 |
| 0.25 | 0 | −1.46 | 50809 |
| 0.25 | $h/2$ | 0.15 | −7271 |
| 0.20 | 0 | 0.05 | 3760 |
| 0.20 | $h/2$ | −0.03 | −2866 |

Between these two positions the PAW energy changes by $6.16$, $1.61$ and $0.08$ mHa as $h$ decreases. The last value understates the egg-box effect. At $h=0.20$ bohr, displacing the grid by $h/2$ along the C–C axis alone gives an error of $+0.36$ mHa, and along the normal to the molecular plane alone $-0.36$ mHa. The energy thus varies by about $0.72$ mHa, or $20$ meV, between these two positions. The error at one position need not fall steadily: at shift 0 it is larger for $h=0.25$ than for $h=0.32$ bohr. A small error at one position, or a small change between two, is therefore no evidence of a converged grid.

The raw errors range in magnitude from about 3 to 120 Ha. At $h=0.25$ bohr one grid point represents a volume of $0.0156$ bohr$^3$, so a sample at a carbon nucleus would count as $118\times0.0156=1.8$ electrons. With shift 0 a grid point lies only $0.01$ bohr from each carbon, and the grid counts $18.12$ electrons instead of 16.

## 8. When a condition is dropped

Suppose some moments are left uncompensated. The residual charge $\Delta^a$ then keeps moments $q_L^a$, and its potential leaks out of the sphere. If (17) is still used, it omits the leaked interactions. With the other conditions intact and both local charges cut off at the sphere, (14) gives

$$E_{(17)}-E=-\sum_{a,L}\frac{4\pi q_L^a}{2l+1}\int_{\rm outside\ a}\frac{\tilde\rho\,Y_L}{r^{l+1}}\,d^3r-\tfrac12\sum_{a\ne b}(\Delta^a|\Delta^b). \tag{25}$$

At fixed $\tilde\rho$ the first term is linear in the missing moments: it is minus their energy in the field of the surrounding smooth charge. At $h=0.20$ bohr and shift 0, compensating monopoles alone gives an error of $0.50$ mHa, monopoles and dipoles $0.43$ mHa, and all $l\le2$ $0.05$ mHa. In this example the $l=2$ moments, chiefly that of $(3z^2-r^2)/2$ on carbon, matter more than the dipoles, whose contributions to (25) partly cancel: about $-0.11$ mHa from the carbons and $+0.18$ mHa from the hydrogens. The errors are modest because the missing moments are small; for carbon the dipole is $0.00112$ e bohr and the moment of $(3z^2-r^2)/2$, with $z$ normal to the molecular plane, is $-0.00205$ e bohr$^2$.

If instead $\tilde n^a$ fails to reproduce $\tilde n$ in the components $l\le l_{\max}$, step (16) fails. For fully compensated spheres the resulting error is $-\sum_a(\tilde n-\tilde n^a|\Delta^a)$, with the integral taken inside sphere $a$. Its size depends on the shape of $g_l$, because $\Delta^a$ does, but correct moments alone do not remove it. It vanishes when $\tilde n^a$ reproduces $\tilde n$ in these components, which a more complete set of partial waves approaches.

Finally, let the moments be right but the profile too narrow. Multiplying every $r_c$ by $0.4$ leaves (17) valid, yet at the same grid and position the error rises from $0.05$ to about $13$ mHa. This value is itself a cancellation: narrowing only the carbon charges gives about $+69$ mHa and only the hydrogen charges about $-56$ mHa. With all charges narrowed, displacing the grid by $h/2$ along a single axis moves the error between about $-50$ and $+110$ mHa. The largest wave number along a grid axis is $\pi/h=15.7$ bohr$^{-1}$. There the monopole form factor (23) grows about a hundredfold, from $2.0\times10^{-4}$ to $2.2\times10^{-2}$ for carbon and from $2.3\times10^{-3}$ to $0.23$ for hydrogen. The multipole condition makes the separation of the energy correct. To use it, the grid must also resolve $\tilde\rho$, and in this example the width of $g_l$ sets how well it does.
